\section*{Classical nonradiative capture barrier of a defect with strong lattice relaxation}

\section{Problem}

A free carrier at a band edge is captured by a deep defect without emitting light. The lattice around the defect then settles into a new geometry, and the energy ends up as vibration. Two energies are given.

\begin{itemize}
\item The electronic transition energy is $\Delta E=0.40$~eV. It is the thermal energy difference: each charge state is taken at its own relaxed geometry.
\item The relaxation energy is $\lambda=0.60$~eV. It is released when the defect, having just captured the carrier at the old geometry, relaxes to the new one.
\end{itemize}

Both charge states have harmonic lattice energies with the same vibrational frequency. What energy barrier must a classical lattice climb before the carrier can be captured? Does this barrier give the temperature dependence of the capture rate?

\section{A tempting solution}

The whole process releases 0.40~eV, but its last part, the relaxation, releases 0.60~eV. The missing energy must have been supplied beforehand, so the barrier seems to be
\begin{equation}
E_{\text{wrong}}=\lambda-\Delta E=0.60-0.40=0.20~\text{eV}.
\end{equation}

The energy count is correct, but it belongs to one particular path. On that path the lattice stays at the old geometry while the carrier is lifted by 0.20~eV into the defect level, and relaxation follows. A barrier is the smallest height that must be climbed on any allowed path, and the lattice is free to move \emph{before} the carrier is captured. A small distortion costs energy quadratic in the displacement, while it lowers the level linearly. Moving the lattice first is therefore cheaper. The quantity needed is the lattice energy at which the two electronic states become degenerate, not their separation at the starting geometry.

\section{The two energy curves}

Atomic units are used in the algebra, so $\hbar=1$. Let $Q$ be the displacement multiplied by the square root of the vibrating mass. With the free-carrier minimum at $Q=0$, the captured-carrier minimum at $Q_0>0$, and energies counted from the latter,
\begin{align}
U_i(Q)&=\Delta E+\tfrac12\omega^2Q^2,\\
U_f(Q)&=\tfrac12\omega^2(Q-Q_0)^2 .
\end{align}
The relaxation energy is the drop along $U_f$ from $Q=0$ to $Q=Q_0$:
\begin{equation}
\lambda=U_f(0)-U_f(Q_0)=\tfrac12\omega^2Q_0^2 .
\label{lam}
\end{equation}

Expanding the square in $U_f$ and subtracting, the terms in $Q^2$ cancel because the curvatures are equal:
\begin{equation}
U_i-U_f=\Delta E-\lambda+\omega^2Q_0Q .
\label{gap}
\end{equation}
At $Q=0$ this gap is $\Delta E-\lambda=-0.20$~eV. In the undistorted lattice the captured state lies \emph{above} the free-carrier state, so the defect level is inside the band. At $Q=Q_0$, where $\omega^2Q_0^2=2\lambda$, the gap is $\Delta E+\lambda=1.00$~eV. Distortion pulls the level out of the band and deep into the forbidden gap. Capture becomes possible at the distortion where the level passes the band edge.

\section{Crossing point and barrier}

Setting the gap (\ref{gap}) to zero gives $\omega^2Q_0Q_c=\lambda-\Delta E$. Dividing by $\omega^2Q_0^2=2\lambda$,
\begin{equation}
\frac{Q_c}{Q_0}=\frac{\lambda-\Delta E}{2\lambda}=\frac{0.20}{1.20}=\frac16 .
\end{equation}
The barrier is the rise of $U_i$ from its minimum to the crossing. With (\ref{lam}),
\begin{equation}
E_b=\tfrac12\omega^2Q_c^2=\lambda\left(\frac{Q_c}{Q_0}\right)^2
=\frac{(\lambda-\Delta E)^2}{4\lambda}.
\label{Eb}
\end{equation}
For the given energies,
\begin{equation}
E_b=\frac{(0.20)^2}{4\times0.60}=\frac{0.040}{2.40}=0.0167~\text{eV}\approx17~\text{meV}.
\end{equation}

This is one twelfth of the tempting answer. At 300~K, where $k_BT=0.02585$~eV, the Boltzmann factor is $e^{-E_b/k_BT}=0.525$. A barrier of 0.20~eV would have given $e^{-7.74}\approx4.4\times10^{-4}$, smaller by a factor of about 1200.

The way back, thermal emission of the carrier, starts at $Q_0$. Since $Q_0-Q_c=Q_0(\lambda+\Delta E)/(2\lambda)$, its barrier is
\begin{equation}
E_r=\tfrac12\omega^2(Q_0-Q_c)^2=\frac{(\lambda+\Delta E)^2}{4\lambda}=\frac{1.00}{2.40}=0.417~\text{eV}.
\end{equation}
The difference $E_r-E_b=4\lambda\Delta E/(4\lambda)=\Delta E$ is 0.40~eV, as it must be for two climbs to the same crossing.

\subsection*{Limiting cases}

For $\Delta E\to0$ the barrier tends to $\lambda/4$. It vanishes at $\Delta E=\lambda$, where the final curve passes through the initial minimum. For $\Delta E>\lambda$ the crossing moves to $Q_c<0$, on the side away from the final minimum, and the barrier rises again: with $\lambda=0.60$~eV and $\Delta E=1.10$~eV it is $0.25/2.40=0.104$~eV. A deeper level can thus have either a smaller or a larger barrier, depending on which side of $\lambda$ it lies.

\subsection*{Which relaxation energy?}

The vertical gaps at the two minima, $\Delta E+\lambda$ and $\Delta E-\lambda$, differ by $2\lambda$, the full Stokes shift. If 0.60~eV were this shift, the relaxation energy would be 0.30~eV and the barrier $(0.10)^2/1.20=0.0083$~eV, half the value found above. The definition of $\lambda$ must therefore be settled before a number is inserted.

\subsection*{Many vibrational modes}

A defect distorts along many modes. Let mode $k$ have frequency $\omega_k$, displacement $Q_{0k}$ and relaxation energy $\lambda_k=\tfrac12\omega_k^2Q_{0k}^2$, with $\lambda=\sum_k\lambda_k$. The crossing is now the plane
\begin{equation}
\sum_k\omega_k^2Q_{0k}Q_k=\lambda-\Delta E .
\label{plane}
\end{equation}
The barrier is the lowest value of $\sum_k\tfrac12\omega_k^2Q_k^2$ on this plane. With a Lagrange multiplier $\mu$, stationarity requires $\omega_k^2Q_k=\mu\,\omega_k^2Q_{0k}$, so $Q_k=\mu Q_{0k}$. Inserting this in (\ref{plane}) gives $2\lambda\mu=\lambda-\Delta E$, and the energy is $\mu^2\lambda$, which is again (\ref{Eb}). The point is a minimum because the energy is a positive quadratic form. A numerical search with three modes of relaxation energy 0.1, 0.2 and 0.3~eV also gives 0.01667~eV. The barrier depends on the total relaxation energy and not on its division among the modes.

\section{What the barrier does to the rate}

Let $V$ be the electronic coupling between the two states, taken as constant and weak. For a slow classical lattice the golden rule gives the rate $2\pi|V|^2P$, where $P$ is the thermal probability density of finding zero gap. The Boltzmann distribution of $Q$ on the initial curve is Gaussian, so
\begin{equation}
P=\int dQ\,\frac{\omega}{\sqrt{2\pi k_BT}}\,e^{-\omega^2Q^2/2k_BT}\,
\delta\!\left(\Delta E-\lambda+\omega^2Q_0Q\right).
\end{equation}
The delta function sets $Q=Q_c$ and contributes a factor $1/(\omega^2Q_0)$. With $\omega Q_0=\sqrt{2\lambda}$,
\begin{equation}
P=\frac{e^{-E_b/k_BT}}{\omega Q_0\sqrt{2\pi k_BT}}=\frac{e^{-E_b/k_BT}}{\sqrt{4\pi\lambda k_BT}} .
\label{P}
\end{equation}

An Arrhenius plot shows the slope of $\ln P$ against $\beta=1/k_BT$. Since $\ln P=-\beta E_b+\tfrac12\ln\beta+\text{const}$,
\begin{equation}
E_{\text{app}}=-\frac{d\ln P}{d\beta}=E_b-\tfrac12k_BT .
\end{equation}
At 300~K this is $0.01667-0.01293=0.00374$~eV. Even in the classical model, the prefactor hides most of so small a barrier.

\section{When the lattice is not classical}

Take a phonon energy $\omega=0.05$~eV. The zero-point energy $\omega/2=0.025$~eV is then larger than $E_b$, so even the vibrational ground state has enough energy to reach the crossing. The classical picture needs a quantum check.

With equal frequencies, energy conservation requires the vibration to gain $p=\Delta E/\omega=8$ quanta. The classical density is replaced by $G_p/\omega$, where
\begin{equation}
G_p=\sum_n w_n\,|\langle n+p\,|\,n\rangle|^2 .
\end{equation}
Here $w_n$ are thermal weights, and the overlap is between level $n$ of the initial oscillator and level $n+p$ of the displaced one. Dividing by $\omega$ averages the discrete line over one phonon spacing, a simple stand-in for the spread of real phonon frequencies. It is adequate only when that spread, accumulated over all the phonons exchanged, is wide enough to merge neighbouring lines.

\subsection*{Evaluating the sum}

Let $H_i$ and $H_f$ be the two oscillator Hamiltonians, each counted from its own minimum. Then $G_p$ is the coefficient of $e^{ip\theta}$, with $\theta=\omega t$, in
\begin{equation}
g(\theta)=\langle e^{iH_ft}e^{-iH_it}\rangle ,
\end{equation}
as inserting the eigenstates of $H_f$ shows. The displacement operator $D=e^{\sqrt S(a^\dagger-a)}$, with $S=\lambda/\omega$, gives $H_f=DH_iD^\dagger$. Hence $g=\langle e^Ae^B\rangle$ with
\begin{equation}
A=\sqrt S(a^\dagger-a),\qquad B=-\sqrt S(a^\dagger e^{i\theta}-ae^{-i\theta}).
\end{equation}
The commutator $[A,B]=2iS\sin\theta$ is a number, so $e^Ae^B=e^{A+B}e^{iS\sin\theta}$. The sum is $A+B=za^\dagger-z^*a$ with $z=\sqrt S(1-e^{i\theta})$. A thermal oscillator has Gaussian fluctuations, so the average of $e^{A+B}$ is $e^{\langle(A+B)^2\rangle/2}=e^{-|z|^2(\bar n+1/2)}$, where $\bar n=1/(e^{\omega/k_BT}-1)$. With $|z|^2=2S(1-\cos\theta)$,
\begin{align}
g(\theta)&=\exp[-S(2\bar n+1)(1-\cos\theta)+iS\sin\theta]\label{g}\\
&=\exp[-S(2\bar n+1)+S(\bar n+1)e^{i\theta}+S\bar n e^{-i\theta}].\nonumber
\end{align}
Put $s=e^{i\theta}\sqrt{(\bar n+1)/\bar n}$. The last two terms become $S\sqrt{\bar n(\bar n+1)}\,(s+1/s)$, and the generating function $e^{x(s+1/s)/2}=\sum_pI_p(x)s^p$ of the modified Bessel functions gives
\begin{equation}
G_p=e^{-S(2\bar n+1)}\left(\frac{\bar n+1}{\bar n}\right)^{p/2}I_p\!\left(2S\sqrt{\bar n(\bar n+1)}\right).
\end{equation}

\subsection*{Two limits}

For a slow lattice, many phonons take part and short times dominate. Expanding (\ref{g}) to second order in $t$ gives the exponent $i\lambda t-\lambda\Theta t^2$, with
\begin{equation}
\Theta=\tfrac12\omega(2\bar n+1)=\tfrac12\omega\coth\frac{\omega}{2k_BT}.
\end{equation}
This describes a Gaussian in energy with mean $\lambda$ and variance $2\lambda\Theta$. Its value at $\Delta E$ is (\ref{P}) with $k_BT$ replaced by $\Theta$. When $\omega\ll k_BT$, $\Theta\to k_BT$ and the classical result returns. With the phonon energy reduced to 0.005~eV, and $\lambda$, $\Delta E$ and $T=300$~K held fixed, the ratio of quantum to classical density is 1.001.

For $T\to0$, $\bar n\to0$ and (\ref{g}) leaves $G_p=e^{-S}S^p/p!$. This does not vanish, whereas the classical density does whenever $E_b>0$.

\subsection*{Numbers}

Here $S=0.60/0.05=12$. The densities, in eV$^{-1}$, are:

\begin{center}
\begin{tabular}{lccc}
$T$ & classical & quantum & ratio\\
300 K & 1.19 & 1.29 & 1.08\\
77 K & 0.363 & 1.31 & 3.6
\end{tabular}
\end{center}

At room temperature the classical density is about 8\% below the quantum one. At 77~K it is too small by a factor of 3.6, mainly because zero-point motion keeps $\Theta$ near 0.025~eV while $k_BT$ continues to fall. Replacing $k_BT$ by $\Theta$ in (\ref{P}) gives a factor of 3.3 at 77~K and only 1.02 at 300~K; the rest comes from the asymmetry of the line shape, which the Gaussian omits.

The quantum apparent activation energy at 300~K is $-0.0016$~eV: the strength falls slightly on heating. The Gaussian form also gives a small slope here. The logarithm $-E_b/\Theta-\tfrac12\ln\Theta$ has its maximum at $\Theta=2E_b=0.0333$~eV, and at 300~K $\Theta$ is 0.0334~eV. The Gaussian slope is thus almost zero, and the remaining $-0.0016$~eV comes from the terms dropped in the short-time expansion. The maximum belongs to the Gaussian form only: it rises from 1.18 to 1.21 between 77 and 300~K, while the full expression falls from 1.31 to 1.29. The full expression is so flat because, to first order in $\bar n$, $G_p$ changes by the factor $1+\bar n\,[p-2S+S^2/(p+1)]$, and the bracket is $8-24+16=0$ for these parameters. In this model, a plain Arrhenius plot near room temperature would not reveal the 17~meV barrier. Removing the classical prefactor, by plotting the rate times $\sqrt T$, adds $\tfrac12k_BT$ to the slope and gives 0.011~eV, still short of $E_b$.

\section{Setting beside a real defect}

The phonon energy is a rough value for optical phonons in gallium phosphide, where oxygen forms a deep level. The energies $\lambda$ and $\Delta E$ are model inputs, not measured values for that level, and $S=12$ means strong coupling. If only the oxygen atom moved, with mass 16.0~u, the force constant would be about 9.6~eV/\AA$^2$. The minima would then lie about $\sqrt{1.20/9.6}\approx0.35$~\AA{} apart, with the crossing near 0.06~\AA. In a real crystal the neighbours move too. This changes the lengths, but not the barrier at given $\lambda$ and $\Delta E$, provided both charge states are harmonic with the same normal modes and frequencies. If the modes of one state are mixtures of those of the other, the barrier changes.

Other assumptions do affect the barrier. Because $E_b$ depends on the square of a difference, modest changes matter.

\begin{itemize}
\item \emph{Level position.} Band edges and defect levels shift with temperature. Lowering $\Delta E$ by 0.05~eV raises the barrier to 0.026~eV; raising it by as much lowers the barrier to 0.009~eV. This is the largest change among the cases tried here.
\item \emph{Carrier energy.} A carrier in a nondegenerate three-dimensional band has mean kinetic energy $\tfrac32k_BT=0.039$~eV at 300~K. Added to $\Delta E$, it reduces the lattice part of the climb to 0.011~eV and so raises the average rate. The kinetic energy $\varepsilon$ must itself be supplied thermally, however, and the total $\varepsilon+E_b(\Delta E+\varepsilon)$ is still lowest at $\varepsilon=0$, where it is 0.017~eV.
\item \emph{Unequal frequencies.} With the final curve and the displacement fixed, an initial frequency 10\% lower or higher gives 0.014 or 0.019~eV.
\item \emph{Anharmonicity.} Let $y=Q/Q_0$ and replace the final curve by $\lambda(1-y)^2[1+c(1-y)]/(1+c)$, which keeps $\lambda$ fixed. For $c=-0.1$ and $+0.1$ the barrier is 0.018 and 0.016~eV.
\item \emph{Electronic mixing.} A coupling $V$ rounds off the crossing, and the lower surface is $\tfrac12(U_i+U_f)-\sqrt{\tfrac14(U_i-U_f)^2+V^2}$. For $V=0.005$~eV its barrier is 0.013~eV. This barrier controls the rate only if the system follows the lower surface. At thermal speed the Landau--Zener exponent is $2\pi V^2/(\omega\sqrt{2\lambda k_BT})\approx0.02$ at 300~K, so at this coupling it rarely does, and the golden-rule result with $E_b$ applies.
\end{itemize}

The value of 17~meV is therefore the answer for the stated harmonic model. If $\lambda$ and $\Delta E$ are each uncertain by 0.05~eV, the formula allows anything from about 5 to 35~meV. For a real defect with energies near these, the supportable conclusion is only that the classical barrier is small. Capture at low temperature must then be calculated with quantum vibrations. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
relaxation energy: 0.60 eV
thermal transition energy: 0.40 eV
phonon energy (rough): 0.050 eV
oxygen mass: 15.999 u
force constant: 9.568 eV/angstrom^2
displacement of minima: 0.3541 angstrom
crossing position: 0.0590 angstrom
crossing / displacement: 0.1667
vertical gap at initial minimum: -0.20 eV
vertical gap at final minimum: 1.00 eV
capture barrier: 0.01667 eV
capture barrier: 16.67 meV
reverse barrier: 0.41667 eV
reverse minus capture barrier: 0.40000 eV
three-mode barrier by search: 0.01667 eV
room temperature: 300 K
low temperature: 77 K
kB T at 300 K: 0.02585 eV
Boltzmann factor at 300 K: 0.5248
Boltzmann factor at 77 K: 0.0811
classical density at 300 K: 1.1887 1/eV
classical density at 77 K: 0.3627 1/eV
classical apparent energy, 300 K: 0.00374 eV
Huang-Rhys factor S: 12.00
phonons released p: 8
zero-point energy: 0.0250 eV
quantum density at 300 K: 1.2897 1/eV
quantum density at 77 K: 1.3105 1/eV
quantum/classical at 300 K: 1.085
quantum/classical at 77 K: 3.613
quantum apparent energy, 300 K: -0.00157 eV
quantum/classical, 0.005 eV phonon: 1.00123
barrier, initial frequency -10%: 0.01395 eV
barrier, initial frequency +10%: 0.01949 eV
barrier, cubic term -0.1: 0.01801 eV
barrier, cubic term +0.1: 0.01565 eV
electronic coupling tried: 0.005 eV
barrier with that coupling: 0.01310 eV
level shift tried: 0.05 eV
barrier, transition energy lowered: 0.02604 eV
barrier, transition energy raised: 0.00937 eV
mean carrier kinetic energy, 300 K: 0.03878 eV
barrier with kinetic energy added: 0.01083 eV
barrier if 0.60 eV were Stokes shift: 0.00833 eV
\end{verbatim}
